# When free carriers dominate SCF conditioning in a doped semiconductor

## Problem

A semiconductor contains \(n\) free carriers per volume, few enough to be nondegenerate. Its electronic structure is computed self-consistently in a periodic rectangular supercell whose longest edge is \(L\), with Fermi occupations at temperature \(T\).

(a) Derive the static dielectric function \(\epsilon(q)\) that governs the self-consistent-field (SCF) iteration at small \(q\).

(b) Find the length \(L\) beyond which the carrier term in the condition number of the iteration exceeds the background dielectric constant \(\epsilon_\infty\). Evaluate it for the model parameters \(\epsilon_\infty=10\), effective mass \(m=0.5\), \(n=10^{17}\ \mathrm{cm^{-3}}\), \(T=300\) K.

Hartree atomic units are used, and \(V\) is the potential energy of an electron. The ions are held fixed, so the background constant is the electronic \(\epsilon_\infty\). The carriers are electrons in one parabolic band. Their dopants are fully ionized and smeared into a uniform charge. The exchange-correlation kernel and local fields are neglected, so each Fourier component responds separately. In these units \(kT=9.500\times10^{-4}\) hartree and \(n=1.482\times10^{-8}\ \mathrm{bohr^{-3}}\).

## A tempting solution

In a slowly varying potential the carriers follow the Boltzmann law \(n(\mathbf r)=n\,e^{-V/kT}\), so to first order \(\delta n=-nV/kT\). Let an extra electron density \(\rho_{\rm ext}\) be added. Poisson's equation in the polarizable background is

\[
\epsilon_\infty\nabla^2V=-4\pi(\rho_{\rm ext}+\delta n)
\quad\Rightarrow\quad
\nabla^2V-\frac{V}{\lambda_D^2}=-\frac{4\pi\rho_{\rm ext}}{\epsilon_\infty},
\qquad
\lambda_D=\sqrt{\frac{\epsilon_\infty kT}{4\pi n}} .
\]

For a Fourier component, \(\nabla^2\to-q^2\), and therefore

\[
\left(\epsilon_\infty+\frac{4\pi n}{kT\,q^2}\right)V_q=\frac{4\pi}{q^2}\,\rho_{{\rm ext},q}.
\]

The bracket is \(\epsilon(q)\). The disturbance around a point charge dies off over the Debye length

\[
\lambda_D=\sqrt{\frac{10\times9.500\times10^{-4}}{4\pi\times1.482\times10^{-8}}}=226\ \text{bohr}=12.0\ \text{nm}.
\]

A cell shorter than \(\lambda_D\) has no room for the screening cloud, and a longer one has. The carriers therefore dominate from \(L\approx12\) nm.

## Where it fails

The dielectric function is right in the long-wave limit. The fault is in the last inference, which compares \(L\) with \(\lambda_D\) as if the smallest wavevector of the cell were \(1/L\). A periodic function must fit a whole period into the cell, so the smallest nonzero wavevector is \(2\pi/L\). The ratio of the carrier term to the background term is

\[
\frac{4\pi n}{kT\,q^2\,\epsilon_\infty}=\frac{1}{(q\lambda_D)^2},
\]

and at \(L=\lambda_D\), where \(q=2\pi/\lambda_D\), it is \(1/(2\pi)^2\approx0.025\). The carriers then add about 0.25 to a background of 10.

The argument also leaves two things unproved: that \(\epsilon(q)\) sets the condition number, and that quantum carriers respond by the Boltzmann law at the wavevectors of the cell.

## Right solution

### The iteration and its condition number

Let \(F\) map an input density to the output density, and let \(e\) be the deviation of the input from the self-consistent density. The deviation changes the potential by \(v e\), with \(v=4\pi/q^2\), and the output by \(\chi_0 v e\), where \(\chi_0\) is the density response of independent electrons. The component \(q=0\) is absent because the electron number is fixed. Linear mixing, \(\rho_{i+1}=\rho_i+\alpha[F(\rho_i)-\rho_i]\), gives

\[
e_{i+1}=e_i+\alpha(\chi_0v-1)e_i=[1-\alpha\,\epsilon(q)]\,e_i,
\qquad \epsilon(q)=1-v\chi_0(q).
\]

Thus \(\epsilon\) is the Jacobian of the residual \(\rho-F(\rho)\), and the condition number is \(\kappa=\epsilon_{\max}/\epsilon_{\min}\).

The slowest component has the larger of \(|1-\alpha\epsilon_{\max}|\) and \(|1-\alpha\epsilon_{\min}|\). Raising \(\alpha\) beyond the point where the two are equal enlarges the first, and lowering it enlarges the second. The best choice thus satisfies \(\alpha\epsilon_{\max}-1=1-\alpha\epsilon_{\min}\), so that

\[
\alpha=\frac{2}{\epsilon_{\max}+\epsilon_{\min}},\qquad
\text{error factor per step}=\frac{\kappa-1}{\kappa+1}.
\]

### Background and carriers

The response is a sum over pairs of states. Pairs in different bands give \(\chi_b\), with \(1-v\chi_b=\epsilon_b(q)\). This background function is taken to fall from \(\epsilon_\infty\) at small \(q\) to 1 at large \(q\), and its change by the few carriers is neglected. Pairs within the carrier band give \(\chi_c\), so

\[
\epsilon(q)=\epsilon_b(q)-\frac{4\pi}{q^2}\chi_c(q).
\]

For \(\chi_c\), apply the potential \(V_qe^{i\mathbf q\cdot\mathbf r}+\text{c.c.}\) to carriers of energy \(\varepsilon_{\mathbf k}=k^2/2m\). At small \(q\) the lattice-periodic parts of the states \(\mathbf k\) and \(\mathbf k+\mathbf q\) overlap almost completely, and plane waves may be used. To first order the state \(\mathbf k\) acquires

- an admixture of \(\mathbf k+\mathbf q\) with amplitude \(V_q/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})\),
- an admixture of \(\mathbf k-\mathbf q\) with amplitude \(V_q^*/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q})\).

Both contribute to the \(e^{i\mathbf q\cdot\mathbf r}\) part of the density, the second through its complex conjugate. Renaming \(\mathbf k\to\mathbf k+\mathbf q\) in the second sum gives, with a factor 2 for spin and volume \(\Omega\),

\[
\chi_c=\frac{2}{\Omega}\sum_{\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .
\]

Where the two energies coincide, the quotient takes its limit \(df/d\varepsilon\), because the occupations follow the perturbed levels.

Nondegenerate carriers have \(f_{\mathbf k}=A e^{-\beta\varepsilon_{\mathbf k}}\), with \(\beta=1/kT\) and \(A\) fixed by \(n\). Direct integration confirms that

\[
\int_0^\beta e^{-(\beta-\tau)\varepsilon_{\mathbf k}-\tau\varepsilon_{\mathbf k+\mathbf q}}\,d\tau
=\frac{e^{-\beta\varepsilon_{\mathbf k}}-e^{-\beta\varepsilon_{\mathbf k+\mathbf q}}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .
\]

The denominator has the opposite sign to the one in \(\chi_c\), so \(\chi_c\) is minus the \(\mathbf k\) sum of \(A\) times this integral. Completing the square in the exponent gives

\[
-\frac{\beta k^2}{2m}-\frac{\tau(2\mathbf k\cdot\mathbf q+q^2)}{2m}
=-\frac{\beta}{2m}\left(\mathbf k+\frac{\tau\mathbf q}{\beta}\right)^2-\frac{q^2\tau(\beta-\tau)}{2m\beta}.
\]

When the \(\mathbf k\) points are dense on the thermal scale, the sum is an integral and the shift of \(\mathbf k\) does not change it. The Gaussian then sums to \(n\), leaving

\[
\chi_c(q)=-n\int_0^\beta \exp\!\left[-\frac{q^2\tau(\beta-\tau)}{2m\beta}\right]d\tau .
\]

The magnitude of \(\chi_c\) falls as \(q\) grows. Expanding the exponential and using \(\int_0^\beta\tau(\beta-\tau)\,d\tau=\beta^3/6\),

\[
\chi_c(q)=-\frac{n}{kT}\left[1-\frac{q^2}{12\,m\,kT}+\dots\right].
\]

The leading term is the Boltzmann response, and the mass has dropped out of it. It holds for \(q^2\ll12\,m\,kT\), that is, for waves long compared with the thermal wavelength. The answer to (a) is

\[
\boxed{\;\epsilon(q)=\epsilon_\infty+\frac{4\pi n}{kT\,q^2}\;}
\]

The integral also has a closed form. With \(\tau=\beta(1+s)/2\) and \(y^2=q^2/(8mkT)\), the exponent becomes \(-y^2(1-s^2)\), and

\[
\chi_c=-\frac{n}{kT}\,e^{-y^2}\!\int_0^1e^{y^2s^2}ds=-\frac{n}{kT}\,\frac{D(y)}{y},
\qquad D(y)=e^{-y^2}\!\int_0^ye^{t^2}dt,
\]

where \(D\) is the Dawson function.

### The correction from Fermi statistics

For slow potentials the response is \(-dn/d\mu\), with \(\mu\) measured from the band edge. Let \(z=e^{\mu/kT}\). For small \(z\) the Fermi function is \(ze^{-\beta\varepsilon}-z^2e^{-2\beta\varepsilon}+\dots\). Doubling \(\beta\) divides the Gaussian integral over \(\mathbf k\) by \(2^{3/2}=\sqrt8\), so

\[
n=N_c\left(z-\frac{z^2}{\sqrt8}\right),\qquad N_c=2\left(\frac{m\,kT}{2\pi}\right)^{3/2}.
\]

Since \(kT\,dn/d\mu=z\,dn/dz=N_c(z-2z^2/\sqrt8)\), division by \(n\) gives, to first order in \(z\approx n/N_c\),

\[
\frac{dn}{d\mu}=\frac{n}{kT}\left(1-\frac{n}{\sqrt8\,N_c}\right).
\]

Nondegenerate therefore means \(n\ll N_c\). In the example \(n/N_c=0.011\), and the reduction is 0.4 %.

### The crossover length

Both parts of \(\epsilon(q)\) fall with \(q\), so the largest eigenvalue belongs to \(q=2\pi/L\), where \(\epsilon_b\approx\epsilon_\infty\). The smallest is close to 1 and belongs to the shortest waves. With \(4\pi/q^2=L^2/\pi\),

\[
\kappa(L)=\epsilon_\infty+\frac{nL^2}{\pi kT}=\epsilon_\infty\left[1+\left(\frac{L}{L_*}\right)^2\right].
\]

The two terms are equal at

\[
\boxed{\;L_*=\sqrt{\frac{\pi\,\epsilon_\infty kT}{n}}=2\pi\lambda_D\;}
\]

For the given parameters,

\[
L_*=\sqrt{\frac{\pi\times10\times9.500\times10^{-4}}{1.482\times10^{-8}}}=1419\ \text{bohr}=75\ \text{nm}.
\]

The tempting answer was too short by the factor \(2\pi\).

## Comparison with a direct calculation

The numerical check diagonalizes the carrier Hamiltonian in a long cell, adds a model background, and obtains the eigenvalues of the SCF Jacobian by finite differences.

| \(L/L_*\) | \(L\) (nm) | \(\kappa\) computed | \(\kappa\) formula |
|---|---|---|---|
| 0.5 | 37.6 | 12.43 | 12.50 |
| 1 | 75.1 | 19.88 | 20.00 |
| 2 | 150.2 | 49.70 | 50.00 |

At 37.6 nm, three times the tempting answer, the carriers still supply only about a fifth of \(\kappa\).

The computed crossover lies at 75.4 nm, 0.4 % above \(L_*\). The two corrections account for this. At \(L_*\), \(q^2/(12mkT)=0.34\,\%\), and Fermi statistics take off another 0.40 %. A response weaker by 0.74 % needs an \(L^2\) larger by 0.74 %, hence an \(L\) larger by 0.37 %.

## What it means for the mixing

Without carriers, \(\kappa\approx10\), the best mixing parameter is \(\alpha=2/11=0.18\), and the error factor is \(9/11=0.818\). Reducing the error by \(10^6\) should take \(\ln10^6/\ln(1/0.818)\approx69\) steps, and the run took 69. In the doped cell at \(L_*\), \(\kappa\approx20\), \(\alpha=2/21=0.095\), and the factor is \(19/21=0.905\). The prediction is 138 steps and the run took 135. The work has about doubled.

Keeping the undoped \(\alpha\) in the doped cell is worse than slow. The longest wave is then multiplied at each step by \(1-20\times2/11=-2.64\). In the run the error grew by 2.62 per step. The changing sign means that charge is thrown back and forth across the cell with growing amplitude, which is charge sloshing.

This instability sets in before the carriers dominate. Linear mixing converges only if \(\alpha\epsilon_{\max}<2\). With the undoped \(\alpha=2/(\epsilon_\infty+1)\), this requires \(\epsilon_{\max}<\epsilon_\infty+1\), so the carrier term \(\epsilon_\infty(L/L_*)^2\) must stay below 1:

\[
L<\frac{L_*}{\sqrt{\epsilon_\infty}}=\frac{75.1\ \text{nm}}{\sqrt{10}}\approx24\ \text{nm}.
\]

Between about 24 and 75 nm the carriers are the smaller part of \(\kappa\), yet they already spoil a mixing parameter tuned for the undoped crystal.

## Range of validity

At fixed \(T\), \(L_*\) varies as \(n^{-1/2}\): it is 238 nm at \(10^{16}\ \mathrm{cm^{-3}}\) and 24 nm at \(10^{18}\ \mathrm{cm^{-3}}\). At the highest of these densities \(n/N_c=0.11\), and the computed response at \(L_*\) is 7 % below \(n/kT\), so the simple formula begins to lose accuracy. Both corrections share in this. To first order, Fermi statistics take off \(n/(\sqrt8N_c)=4.0\,\%\). The finite-\(q\) term takes off 3.4 %, ten times its value at \(10^{17}\ \mathrm{cm^{-3}}\), because at \(L_*\) one has \(q^2=1/\lambda_D^2\) and so \(q^2/(12mkT)\propto n/T^2\). At this density, replacing \(n/kT\) by \(dn/d\mu\) therefore removes only about half of the error; the rest needs \(\chi_c(q)\) at finite \(q\) with Fermi occupations. The scaling \(n/T^2\) belongs to the nondegenerate expansion and cannot be carried past \(n\sim N_c\).

The temperature in \(L_*\) is the one used in the occupations. If electrons and holes are both present, their responses add, and \(n\) becomes the sum of the two densities. If a calculation uses Fermi occupations with a larger \(kT\), \(L_*\) grows as \(\sqrt{T}\) only as long as the electron-hole pairs excited across the gap \(E_g\) remain few compared with the doping. For equal masses their density in the undoped crystal is \(n_i=N_ce^{-E_g/2kT}\), and with ionized donors \(N_d\) the sum of the two densities is \(\sqrt{N_d^2+4n_i^2}\). With both masses 0.5, \(E_g=1.1\) eV and \(kT=0.1\) eV, \(n_i\approx2.8\times10^{17}\ \mathrm{cm^{-3}}\). For \(N_d=10^{17}\ \mathrm{cm^{-3}}\) the sum is then \(5.6\times10^{17}\ \mathrm{cm^{-3}}\), and \(L_*\) falls to about 62 nm instead of rising to 148 nm. A smaller gap shortens it further.

Neglecting local fields also matters for the numbers. In a crystal the dielectric function is a matrix \(\epsilon_{\mathbf{GG}'}\), which in symmetrized form and without the exchange-correlation kernel is positive definite. The macroscopic constant \(1/(\epsilon^{-1})_{00}\) is then at most the head \(\epsilon_{00}\), which is at most the largest eigenvalue. The background that enters \(\kappa\) is this eigenvalue, so it can exceed the macroscopic \(\epsilon_\infty\). The stability margin of \(\alpha=2/(\epsilon_\infty+1)\) is only 1, and local fields alone can use it up. The 24 nm threshold therefore holds for the model, in which \(\alpha\) is tuned to the actual largest eigenvalue of the undoped system.

The uniform dopant charge is a further idealization. A cubic cell of edge \(L_*\) holds about 42 carriers at \(10^{17}\ \mathrm{cm^{-3}}\) and about 13 at \(10^{18}\ \mathrm{cm^{-3}}\). Discrete dopants make the carrier density nonuniform, and the Fourier components no longer decouple. They can also bind carriers. In the hydrogenic model the binding energy is \(m/(2\epsilon_\infty^2)=2.5\times10^{-3}\) hartree, or 2.6 \(kT\) for the parameters used here, so the density of free carriers can be well below that of the dopants. The formula is derived and tested here only for free carriers in a uniform background charge.

## Calculated quantities

```
eps_inf = 10.0, effective mass = 0.50 electron masses
temperature = 300 K, kT = 9.5004e-04 hartree
carrier density = 1.0e+17 cm^-3 = 1.4818e-08 bohr^-3
n/Nc = 0.0113
Debye length = 225.9 bohr = 11.95 nm
L_star from formula = 1419 bohr = 75.1 nm
q at L_star = 4.427e-03 bohr^-1
q^2/(12 m kT) at L_star = 0.00344
Response ratio chi/(-n/kT), dilute: q (bohr^-1), computed, Dawson formula
  0.0044  0.99656  0.99657
  0.0221  0.91831  0.91831
  0.0443  0.71773  0.71773
  0.0885  0.31073  0.31073
chi ratio on doubling the mass = 1.0043
chi ratio on doubling T = 0.5021
Condition number: L/L_star, L (nm), largest eig, smallest eig, kappa, formula
  0.5  37.6  12.455  1.0021  12.428  12.500
  1.0  75.1  19.926  1.0021  19.884  20.000
  2.0  150.2  49.807  1.0021  49.701  50.000
crossover length from computed response = 75.38 nm
crossover length / L_star = 1.0037
Linear mixing at L_star, error reduced by 1e6: alpha, factor, steps, predicted
  undoped: 0.1818  0.8182  69  68.8
  doped: 0.0952  0.9048  135  138.0
doped cell with undoped alpha: error growth per step = 2.622
  growth predicted = 2.636
Doping table: n (cm^-3), L_star (nm), n/Nc, n*L_star^3, chi/(-n/kT)
  1e+16  237.5  0.0011  133.9  0.9993
  1e+17  75.1  0.0113  42.4  0.9926
  1e+18  23.7  0.1127  13.4  0.9317
```
